# Exact Kohn-Sham gap and charge gap in the Hubbard dimer: verification in Python

```python
"""Hubbard dimer: exact Kohn-Sham (KS) gap versus fundamental (charge) gap.

Result under test, for two equal sites holding N = 2 electrons:
    charge gap E(1)+E(3)-2E(2) = sqrt(U^2+16 t^2) - 2t
    exact KS gap               = 2t for every U
    their difference           = jump of the exact Hxc potential at N = 2
t: hopping, U: on-site repulsion, E(N): N-electron ground energy,
w: potential difference v1 - v2 (v1 = w/2, v2 = -w/2), n1, n2: occupations,
Hxc: Hartree plus exchange-correlation. Energies are in units of t.
"""
import numpy as np
from functools import reduce
from scipy.optimize import brentq, minimize_scalar

# Fock space of four spin-orbitals: 1up, 2up, 1down, 2down
LOWER = np.array([[0.0, 1.0], [0.0, 0.0]])
SIGN = np.diag([1.0, -1.0])
ONE = np.eye(2)


def annihilator(k):
    return reduce(np.kron, [SIGN] * k + [LOWER] + [ONE] * (3 - k))


c = [annihilator(k) for k in range(4)]
occ = [a.T @ a for a in c]
HOP = c[0].T @ c[1] + c[2].T @ c[3]
HOP = HOP + HOP.T
PAIRS = occ[0] @ occ[2] + occ[1] @ occ[3]
DIFF = occ[0] + occ[2] - occ[1] - occ[3]
NUMBER = np.rint(np.diag(sum(occ))).astype(int)
SECTOR = [np.flatnonzero(NUMBER == n) for n in range(5)]


def block(operator, n):
    return operator[np.ix_(SECTOR[n], SECTOR[n])]


def hamiltonian(t, U, w=0.0):
    return -t * HOP + U * PAIRS + 0.5 * w * DIFF


def ground_energies(t, U, w=0.0):
    H = hamiltonian(t, U, w)
    return np.array([np.linalg.eigvalsh(block(H, n))[0] for n in range(5)])


def charge_gap(t, U, w=0.0):
    E = ground_energies(t, U, w)
    return E[1] + E[3] - 2 * E[2]


def exact_difference(t, U, w=0.0):
    """n1 - n2 in the interacting two-electron ground state."""
    vec = np.linalg.eigh(block(hamiltonian(t, U, w), 2))[1][:, 0]
    return vec @ block(DIFF, 2) @ vec


def orbitals(t, w):
    return np.linalg.eigh(np.array([[w / 2, -t], [-t, -w / 2]]))


def ks_inversion(t, target):
    """KS potential difference and gap that reproduce n1 - n2 = target."""
    def mismatch(w):
        phi = orbitals(t, w)[1][:, 0]
        return 2 * (phi[0]**2 - phi[1]**2) - target
    w = brentq(mismatch, -50 * t, 50 * t, xtol=1e-13)
    levels = orbitals(t, w)[0]
    return w, levels[1] - levels[0]


def functional(t, U, n1, n2):
    """Ensemble functional F(n1,n2): maximum over w of E_N(w)-w(n1-n2)/2."""
    N = n1 + n2
    low = int(np.floor(N))
    x = N - low

    def negative(w):
        H = hamiltonian(t, U, w)
        e0 = np.linalg.eigvalsh(block(H, low))[0]
        e1 = np.linalg.eigvalsh(block(H, low + 1))[0]
        return -((1 - x) * e0 + x * e1 - 0.5 * w * (n1 - n2))
    best = minimize_scalar(negative, bounds=(-5 * t, 5 * t),
                           method="bounded", options={"xatol": 1e-9})
    return -best.fun


def hxc_potential(t, U, N, h=1e-4):
    """Site derivatives of F - Ts at n1 = n2 = N/2."""
    result = []
    for step in ((h, 0.0), (0.0, h)):
        values = []
        for s in (1, -1):
            n1, n2 = N / 2 + s * step[0], N / 2 + s * step[1]
            values.append(functional(t, U, n1, n2)
                          - functional(t, 0.0, n1, n2))
        result.append((values[0] - values[1]) / (2 * h))
    return np.array(result)


def thermal_energy(t, U, N, beta):
    """Grand-canonical energy at mean particle number N."""
    H = hamiltonian(t, U)
    spectra = [np.linalg.eigvalsh(block(H, n)) for n in range(5)]
    energy = np.concatenate(spectra)
    number = np.concatenate([np.full(len(s), n)
                             for n, s in enumerate(spectra)])

    def weights(mu):
        g = energy - mu * number
        p = np.exp(-beta * (g - g.min()))
        return p / p.sum()
    E = ground_energies(t, U)
    low = int(np.floor(N))
    centre = E[low + 1] - E[low]
    mu = brentq(lambda m: weights(m) @ number - N,
                centre - 0.3 * t, centre + 0.3 * t, xtol=1e-14)
    return weights(mu) @ energy


# Ground energies, charge gap and KS gap against the closed formulas
for t, U in ((1.0, 0.0), (1.0, 1.0), (0.7, 2.3), (1.0, 6.0), (1.3, 15.0)):
    root = np.sqrt(U**2 + 16 * t**2)
    E = ground_energies(t, U)
    assert np.allclose(E, [0, -t, (U - root) / 2, U - t, 2 * U], atol=1e-11)
    assert abs(charge_gap(t, U) - (root - 2 * t)) < 1e-11
    w_s, gap_s = ks_inversion(t, exact_difference(t, U))
    assert abs(w_s) < 1e-9 and abs(gap_s - 2 * t) < 1e-9

# KS occupation difference formula
for w in (-3.0, 0.4, 2.0):
    phi = orbitals(1.0, w)[1][:, 0]
    assert abs(2 * (phi[0]**2 - phi[1]**2) + 2 * w / np.sqrt(w**2 + 4)) < 1e-12

# Convexity in N, needed for ensembles of neighbouring integers
for U in (0.0, 1.0, 6.0):
    for w in np.linspace(-5, 5, 21):
        assert np.diff(ground_energies(1.0, U, w), 2).min() > -1e-11

# Piecewise linear energy from the low-temperature grand-canonical ensemble
E = ground_energies(1.0, 6.0)
for N in (1.6, 2.3):
    linear = np.interp(N, range(5), E)
    assert abs(thermal_energy(1.0, 6.0, N, 100.0) - linear) < 1e-9

# Potential jump: equal on both sites and equal to the gap difference
for U in (1.0, 6.0):
    E = ground_energies(1.0, U)
    below, above = hxc_potential(1.0, U, 1.99), hxc_potential(1.0, U, 2.01)
    # tolerance covers the finite-difference error of order h^2
    assert np.allclose(below, E[2] - E[1] + 1.0, atol=1e-5)
    assert np.allclose(above, E[3] - E[2] - 1.0, atol=1e-5)
    assert np.allclose(above - below, np.sqrt(U**2 + 16) - 4, atol=1e-5)

# Weak- and strong-coupling limits
assert abs((charge_gap(1.0, 0.02) - 2) / (0.02**2 / 8) - 1) < 1e-4
assert abs((charge_gap(1.0, 200.0) - 198) / (8 / 200) - 1) < 1e-3

# Worked example
t, U = 1.0, 6.0
root = np.sqrt(U**2 + 16 * t**2)
E = ground_energies(t, U)
ionization, affinity = E[1] - E[2], E[2] - E[3]
gap = ionization - affinity
w_s, gap_s = ks_inversion(t, exact_difference(t, U))
v_below = hxc_potential(t, U, 1.99).mean()
v_above = hxc_potential(t, U, 2.01).mean()
levels = orbitals(t, w_s)[0]

# Neutral excitations: triplet and the singlet reached by the dipole n1 - n2
H2 = block(hamiltonian(t, U), 2)
values, vectors = np.linalg.eigh(H2)
triplet = values[1] - values[0]
assert np.allclose(values[1:4], 0, atol=1e-11)
excited = block(DIFF, 2) @ vectors[:, 0]
excited /= np.linalg.norm(excited)
singlet_energy = excited @ H2 @ excited
assert np.linalg.norm(H2 @ excited - singlet_energy * excited) < 1e-11
singlet = singlet_energy - values[0]
assert abs(triplet - (root - U) / 2) < 1e-11
assert abs(singlet - (root + U) / 2) < 1e-11

# Unequal sites: the KS gap is no longer 2t
w_asym = 4.0
d_asym = exact_difference(t, U, w_asym)
ws_asym, gap_s_asym = ks_inversion(t, d_asym)
assert abs(gap_s_asym - 2 * t / np.sqrt(1 - d_asym**2 / 4)) < 1e-9
assert gap_s_asym > 2 * t + 1e-3


def show(label, value, unit="t"):
    print(f"{label}: {round(float(value), 4) + 0.0:.4f} {unit}".rstrip())


print("Symmetric dimer, energies in units of t")
show("hopping t", t)
show("repulsion U", U)
for n in (1, 2, 3):
    show(f"ground energy E({n})", E[n])
show("sqrt(U^2+16t^2)", root)
show("ionization energy I", ionization)
show("electron affinity A", affinity)
show("charge gap I-A", gap)
show("KS potential difference from inversion", abs(w_s))
show("exact KS gap", gap_s)
show("charge gap minus KS gap", gap - gap_s)
show("Hxc potential just below N=2", v_below)
show("Hxc potential just above N=2", v_above)
show("jump of Hxc potential", v_above - v_below)
show("highest occupied KS level, N just below 2", levels[0] + v_below)
show("lowest empty KS level, N just below 2", levels[1] + v_below)
show("upper KS level, N just above 2", levels[1] + v_above)
show("triplet excitation energy", triplet)
show("dipole-allowed singlet excitation energy", singlet)
print("Table: U/t, charge gap/t, KS gap/t, difference/t")
for u in (0.0, 1.0, 2.0, 4.0, 6.0, 10.0, 20.0):
    g = charge_gap(t, u)
    gs = ks_inversion(t, exact_difference(t, u))[1]
    print(f"{u:5.1f} {g:9.4f} {gs:9.4f} {round(g - gs, 4) + 0.0:9.4f}")
print("Unequal sites, same t and U")
show("potential difference v1-v2", w_asym)
show("occupation difference n1-n2", d_asym, "electrons")
show("KS potential difference", ws_asym)
show("exact KS gap, unequal sites", gap_s_asym)
show("charge gap, unequal sites", charge_gap(t, U, w_asym))
print("PASS")
```

Running it gives:

```
Symmetric dimer, energies in units of t
hopping t: 1.0000 t
repulsion U: 6.0000 t
ground energy E(1): -1.0000 t
ground energy E(2): -0.6056 t
ground energy E(3): 5.0000 t
sqrt(U^2+16t^2): 7.2111 t
ionization energy I: -0.3944 t
electron affinity A: -5.6056 t
charge gap I-A: 5.2111 t
KS potential difference from inversion: 0.0000 t
exact KS gap: 2.0000 t
charge gap minus KS gap: 3.2111 t
Hxc potential just below N=2: 1.3944 t
Hxc potential just above N=2: 4.6056 t
jump of Hxc potential: 3.2111 t
highest occupied KS level, N just below 2: 0.3944 t
lowest empty KS level, N just below 2: 2.3944 t
upper KS level, N just above 2: 5.6056 t
triplet excitation energy: 0.6056 t
dipole-allowed singlet excitation energy: 6.6056 t
Table: U/t, charge gap/t, KS gap/t, difference/t
  0.0    2.0000    2.0000    0.0000
  1.0    2.1231    2.0000    0.1231
  2.0    2.4721    2.0000    0.4721
  4.0    3.6569    2.0000    1.6569
  6.0    5.2111    2.0000    3.2111
 10.0    8.7703    2.0000    6.7703
 20.0   18.3961    2.0000   16.3961
Unequal sites, same t and U
potential difference v1-v2: 4.0000 t
occupation difference n1-n2: -0.3568 electrons
KS potential difference: 0.3626 t
exact KS gap, unequal sites: 2.0326 t
charge gap, unequal sites: 3.2851 t
PASS
```
